\section*{Why interface-trap leakage peaks near flat band in thin oxides}

\section{The missing effect}

Suppose that the leakage between stress-made interface states is estimated with the two silicon band gaps held level with each other, so that bias only separates the Fermi levels. More bias then means more filled states facing empty ones, until the gap is used up, and the current should not fall. For the capacitor treated below, this reasoning puts the current 0.4 V beyond flat band 7\% above its flat-band value. When the gaps are allowed to slide past each other, it is instead 29\% below. The estimate has left out that bias also shifts one gap against the other, so that some states, the most transparent among them, lose their partners at equal energy.

The capacitor has an n$^+$ polysilicon gate, an oxide of thickness $d$ and a p-type substrate. Both faces carry gap states of uniform density, $D_g$ and $D_s$ per area and energy, at random lateral positions. Transfer is elastic, apart from a small level broadening. The algebra uses atomic units, so energies and potentials share symbols; numbers are in eV, V, nm and A/cm$^2$.

\section{First contribution: bias and gap alignment}

Let $V$ be the gate voltage, $V_{ox}$ the oxide drop from gate to substrate, $F=-V_{ox}$, and $\psi$ the surface potential of the substrate relative to its bulk. The gate gap lies $F$ above the substrate gap. Gate band bending is neglected.

Measure energy from the substrate valence edge at the surface. Let the gate Fermi level lie $\phi_n$ below its conduction edge and the bulk substrate Fermi level $\phi_p$ above its valence edge. Then
\begin{align}
E_{Fs}&=p\equiv\phi_p+\psi, & E_{Fg}&=E_g+F-\phi_n .
\end{align}
A positive gate voltage lowers the electron energy there, so $E_{Fg}-E_{Fs}=-V$ and
\begin{equation}
V=V_{FB}+\psi+V_{ox},\qquad V_{FB}=-(E_g-\phi_n-\phi_p).
\end{equation}
To relate $\psi$ and $V_{ox}$, multiply Poisson's equation $\psi''=-\rho/\epsilon_s$ by $\psi'$ and integrate from the neutral bulk. Continuity of displacement then gives the oxide drop:
\begin{equation}
(\psi'_{\rm surf})^2=-\frac{2}{\epsilon_s}\int_0^\psi\rho(\psi_1)\,d\psi_1,
\qquad V_{ox}=\mathrm{sgn}(\psi)\,\frac{\epsilon_s d}{\epsilon_{ox}}|\psi'_{\rm surf}| .
\end{equation}
Here $\rho$ contains holes, ionized acceptors and electrons; interface charge is considered later.

With cold carriers, useful energies lie in both gaps, below $E_{Fg}$ and above $E_{Fs}$. For $\phi_n,p\ge0$ the window is
\begin{equation}
W=\min(E_g,E_g+F-\phi_n)-\max(0,F,p)
\end{equation}
whenever this is positive. On the depletion side $F<0$, so
\begin{equation}
W=E_g+F-\phi_n-p=-V=|V|.
\end{equation}
Bias is opening the window. On the accumulation side $F>0$ and
\begin{equation}
W=E_g-\max(\phi_n-F,0)-\max(F,p).
\end{equation}
Once $F$ exceeds both $\phi_n$ and $p$, $W=E_g-F$: misalignment is closing the window.

The turning point is near flat band, but not necessarily at it. Take $\phi_n=0$. While $F<p$, $W=E_g-p$ still grows, because accumulation lowers $p$; for $F>p$ it falls. The maximum is at $F=p$, where $-V=E_g+F-p=E_g$. With equal weight for all energies, the cold peak is therefore at $V=-E_g$, a distance $\phi_p$ beyond flat band. If instead $\phi_n>p$, the interval $p<F<\phi_n$ gives a plateau $W=E_g-\phi_n$.

Alignment is not sufficient. If both Fermi levels lie near the valence edge, the gaps still coincide at flat band, but filled states do not face empty ones. For a p-type gate with the same Fermi level as the substrate, so that $V_{FB}=0$, the largest fast-exchange current within 0.3 V of flat band is 9\% of the n$^+$-gate peak. Such a gate is as lightly doped as the substrate, so its band bending is not negligible; including it gives 8\%.

\section{Second contribution: the barrier}

\subsection{Coupling of two traps}

Let $\psi_g$ and $\psi_s$ be states of equal energy $E$, each solving the Schr\"odinger equation with the other face's trap removed. On the gate side of a plane in the oxide, $(H-E)\psi_g=0$, while $(H-E)\psi_s$ is nonzero at the gate trap. To leading order in the overlap, the coupling is $\int\psi_g^*(H-E)\psi_s$ over that side. Subtracting the vanishing term $\int\psi_s(H-E)\psi_g^*$ and using Green's identity leaves
\begin{equation}
M=-\frac{1}{2m}\int dS\,(\psi_g^*\partial_z\psi_s-\psi_s\partial_z\psi_g^*).
\end{equation}

For lateral wave vector $\mathbf k$, the gate state decays as $g(k)e^{-\kappa_k z}$ and the substrate state as $s(k)e^{-\kappa_k(d-z)}$, with $\kappa_k^2=\kappa^2+k^2$. The two derivatives add to $2\kappa_k$. For lateral displacement $\mathbf R$,
\begin{equation}
M(\mathbf R)=-\frac1m\int\frac{d^2k}{(2\pi)^2}\,\kappa_k g^*s\,e^{-\kappa_kd-i\mathbf k\cdot\mathbf R}.
\end{equation}
Random positions require $S=\int|M|^2d^2R$, which Parseval's theorem turns into a single $k$ integral.

Take the face density of each trap as $e^{-r^2/b^2}/(\pi b^2l)$, where $b$ is its lateral size and $l$ its normal length. The Fourier transform of the amplitude gives $|g|^2=|s|^2=(4\pi b^2/l)e^{-k^2b^2}$. To leading order, set $\kappa_k\simeq\kappa+k^2/2\kappa$ in the exponent and $\kappa_k\simeq\kappa$ in front. With $B=2b^2+d/\kappa$,
\begin{align}
S&=\frac{\kappa^2}{m^2}\left(\frac{4\pi b^2}{l}\right)^2e^{-2\kappa d}
\int_0^\infty\frac{k\,dk}{2\pi}e^{-Bk^2}\notag\\
&=\frac{4\pi b^4}{l^2B}\left(\frac{\kappa}{m}\right)^2e^{-2\kappa d},
\end{align}
since the integral is $1/(4\pi B)$. The same expansion makes $M(R)\propto e^{-R^2/2B}$, hence $|M(0)|^2=S/(\pi B)$.

\subsection{Why misalignment is costly}

Let $\varepsilon$ be the depth of an energy below the mean of the two conduction edges. The mean barrier is $\Phi=\Phi_B+\varepsilon$, and $\kappa=\sqrt{2m\Phi}$. Replacing the tilted barrier by its mean is accurate here: averaging $\sqrt{\Phi+Ft}$ over $-1/2<t<1/2$ gives $\sqrt\Phi\,[1-F^2/(96\Phi^2)]$ to second order.

The common gap runs from $\varepsilon=|F|/2$ to $E_g-|F|/2$. Misalignment of either sign removes the shallowest, most transparent states. Approximate $S\propto e^{-a\varepsilon}$. With cold carriers and $\phi_n=0$, the depletion side has
\begin{equation}
J\propto e^{-a|F|/2}-e^{-a(E_g-|F|/2-p)},
\end{equation}
which falls as $|F|$ and $p$ grow. For $0<F<p$,
\begin{equation}
J\propto e^{-aF/2}\left[1-e^{-a(E_g-p)}\right].
\end{equation}
The first factor falls; the bracket rises weakly as $p$ falls. Barrier weighting thus pulls the maximum from $V=-E_g$ back towards flat band.

\section{Third contribution: feeding and emptying the traps}

A resonant pair carries current only if the gate trap is refilled and the substrate trap emptied. Let the detuning be $\Delta$, the occupations $n_g,n_s$, their equilibrium values $f_g,f_s$, and the exchange rates with the adjacent silicon $\gamma_g,\gamma_s$. Interaction between electrons in the pair is neglected. The coherence $c$ obeys
\begin{equation}
\dot c=-(\Gamma+i\Delta)c+iM(n_g-n_s),\qquad I=2M\,\mathrm{Im}\,c,
\end{equation}
where $\Gamma=(\gamma_g+\gamma_s)/2+\Gamma_\phi$ includes dephasing $\Gamma_\phi$. In steady state,
\begin{equation}
I=\frac{2M^2\Gamma(n_g-n_s)}{\Delta^2+\Gamma^2},\quad
n_g=f_g-\frac{I}{\gamma_g},\quad n_s=f_s+\frac{I}{\gamma_s}.
\end{equation}
Eliminating the occupations gives
\begin{equation}
I=\frac{2M^2\Gamma(f_g-f_s)}{\Delta^2+\Gamma^2(1+s)},\qquad
s=\frac{2M^2}{\Gamma}\left(\frac1{\gamma_g}+\frac1{\gamma_s}\right).
\end{equation}
Uniform trap densities mean uniformly distributed detunings, and the integral over $\Delta$ is
\begin{equation}
\int I\,d\Delta=\frac{2\pi M^2(f_g-f_s)}{\sqrt{1+s}} .
\end{equation}
For small $s$ this is the golden rule, independent of broadening except for states near a gap edge, where the range of detunings is cut off.

Now average over lateral positions. Put $u=e^{-R^2/B}$, so $2\pi R\,dR=-\pi B\,du/u$, and let $s_0$ be the value at $R=0$:
\begin{equation}
\int\frac{|M|^2d^2R}{\sqrt{1+s}}
=S\int_0^1\frac{du}{\sqrt{1+s_0u}}
=\frac{2S}{1+\sqrt{1+s_0}} .
\end{equation}
The two-trap current density is therefore
\begin{equation}
J=2\pi D_gD_s\int_{\rm overlap}dE\,
S(E)\,(f_g-f_s)\,\frac{2}{1+\sqrt{1+s_0(E)}} .
\label{eq:J}
\end{equation}
In ordinary units, $2\pi$ becomes $2\pi e/\hbar$ and $\kappa/m$ in $S$ becomes $\hbar^2\kappa/m$.

For one capture coefficient $C$ for both carriers, the occupation $f$ of a trap obeys
\begin{equation}
\dot f=C(n+p_1)(1-f)-C(n_1+p_h)f .
\end{equation}
Here $n,p_h$ are the surface electron and hole densities, while $n_1,p_1$ are their values with the Fermi level at the trap. The relaxation rate is $\gamma=C(n+n_1+p_h+p_1)$. Emitted minority electrons are assumed to leave the substrate surface, so that its carriers keep the equilibrium Fermi level. A transistor with source and drain held at the substrate potential provides such an exit. In a capacitor without these contacts, electrons can collect at the surface, and the depletion currents given here are then upper estimates. In depletion, hole capture becomes slow; traps near the conduction edge can still empty by electron emission.

\section{The contributions in numbers}

Rough silicon values are $E_g=1.12$ eV, $\Phi_B=3.15$ eV and an oxide mass of 0.5 electron masses. The oxide is 1.5 nm thick, the acceptor density $5\times10^{17}$ cm$^{-3}$, and $T=300$ K. The chosen trap parameters are $D_g=D_s=2\times10^{12}$ cm$^{-2}$eV$^{-1}$, $b=0.2$ nm, $l=0.4$ nm, $C=10^{-8}$ cm$^3$/s and $\hbar\Gamma_\phi=0.01$ eV. With $\phi_n=0$ and $\phi_p=0.107$ eV,
\begin{equation}
V_{FB}=-(1.12-0.107)=-1.013\ {\rm V}.
\end{equation}

At midgap, $S=3.9\times10^{-10}$ eV$^2$nm$^2$ from the leading-order formula, against $4.3\times10^{-10}$ from direct integration of the real-space coupling: the formula is about 9\% low relative to that integral. $S$ falls by a factor 15.7 across the gap, so $a=\ln(15.7)/1.12=2.46$ eV$^{-1}$.

These numbers explain the small offset of the peak. At flat band the gate conduction edge coincides with $E_{Fg}$, so its top gap states are half filled. Raising $F$ fills those facing the top of the substrate gap. Treating the bottom of the window as cold and using $ak_BT\ll1$,
\begin{equation}
J\propto e^{-aF/2}N,\quad
N=\frac{1-e^{-a(E_g-p)}}a-k_BT\ln\!\left(1+e^{-F/k_BT}\right).
\end{equation}
Setting $dJ/dF=0$ gives
\begin{equation}
\frac{1}{1+e^{F/k_BT}}=\frac{aN}{2}+e^{-a(E_g-p)}\frac{dp}{dF}.
\end{equation}
The calculated peak, with slow exchange included, has $F=0.017$ eV and $\psi=-0.019$ V. Hence $p\simeq0.088$ eV and $N\simeq0.364$ eV. For the slope, put $x=-\psi/k_BT\simeq0.74$. With nondegenerate holes and negligible electrons, the Poisson integral gives $F\propto\sqrt{e^x-1-x}$, so
\begin{equation}
\frac{dp}{dF}=\frac{\psi}{F}\,\frac{2(e^x-1-x)}{x(e^x-1)}\simeq-1.0 .
\end{equation}
The right side is $0.447-0.078\simeq0.37$, giving $F\simeq0.014$ eV, within a few meV of the full result.

The full curve, sampled every 5 mV, peaks at $-1.040$ V without slow exchange and at $-1.050$ V with it. The latter is 37 mV beyond flat band, with an oxide field of 0.11 MV/cm. These positions leave out the cut-off of detunings at the gap edges. Including it, with a broadening of 0.01 eV, moves the fast-exchange peak about 15 mV further from flat band and lowers it by about 3\%. For the height, exponential interpolation gives $S=3.9\times10^{-10}\sqrt{15.7}=1.55\times10^{-9}$ eV$^2$nm$^2$ at the gap top. Then
\begin{align}
J&\simeq\frac{2\pi e}{\hbar}(0.02)^2
(1.55\times10^{-9})(0.364)e^{-aF/2}\notag\\
&\simeq0.034\ {\rm A/cm^2},
\end{align}
where $0.02$ is the trap density in nm$^{-2}$eV$^{-1}$ and the prefactor includes conversion from nm$^{-2}$ to cm$^{-2}$. The full peak is also 0.034 A/cm$^2$.

Currents in units of $10^{-2}$ A/cm$^2$ show the separate weights:
\begin{center}
\begin{tabular}{rrrrr}
$V-V_{FB}$ (V)&$F$ (eV)&fast exchange&Eq.~(\ref{eq:J})&trap to band\\
0.4&$-0.094$&2.56&0.91&0\\
0.0&0.000&3.42&3.39&0.00\\
$-0.2$&0.119&3.08&3.08&0.33\\
$-0.4$&0.275&2.42&2.42&3.16
\end{tabular}
\end{center}
Beyond flat band, alignment controls the fall and slow exchange is negligible. In depletion, exchange matters more: at $+0.4$ V it removes about 65\% of the fast-exchange current. At this bias the saturated width $\Gamma\sqrt{1+s_0}$ is about 0.5 eV in the middle of the window, so the unlimited detuning integral is only approximate: restricting both levels to their gaps lowers the entry 0.91 to 0.86 and the entry 2.56 to about 2.5. There $\psi=0.306$ V, which reduces the hole density by roughly $e^{-12}$.

The causal role of alignment was tested by keeping the bias, band bending and Fermi filling while freezing the relative gap position. The fast-exchange current at $-0.4$ V from flat band then became 1.07 times its flat-band value, instead of 0.71 times.

\section{The channels that can hide the peak}

For $F>0$, filled gate traps within $F$ of the gate conduction edge face the substrate conduction band. Bardeen's rule still applies, with the substrate trap density replaced by a band density at the oxide face. For normal wave number $q$, a band state $\sqrt{2/L}\sin(qz+\delta)$ matches the oxide decay when $\tan\delta=u/w$, where $u=q/m_z$, $w=\kappa_k/m$ and $m_z$ is the normal silicon mass. Multiplying its face density by the state density $L/(\pi u)$ gives
\begin{equation}
A=\frac{L}{\pi u}\,\frac2L\,\frac{u^2}{u^2+w^2}
=\frac2\pi\frac{u}{u^2+w^2}
\end{equation}
per spin and valley. Near threshold, $A$ grows as the square root of energy above the edge and the allowed lateral $k$ area grows linearly. Integration over an energy range $F$ then gives $F^{5/2}$ from these factors alone; the calculated current grows somewhat faster, about as $F^{2.7}$ for $F$ between 0.1 and 0.45 eV.

It overtakes the two-trap channel near $-1.39$ V. The summed stress current has a local maximum at $-1.055$ V, but a shallow one: by 0.2 V beyond flat band the sum has returned to about 0.034 A/cm$^2$, and it then rises. The opposite process, from gate conduction band to substrate traps, stays below $3\times10^{-4}$ A/cm$^2$ at the tabulated biases.

Direct current between the two conduction bands is 0.0014 A/cm$^2$ at flat band and 0.0035 A/cm$^2$ at 0.2 V beyond it. The ratio of stress current to this direct current does not peak near flat band at the sampled biases; it has a minimum of about 8.5 near 0.3 V beyond flat band and, taken at 0.2 V steps, rises from 0.2 V beyond flat band through flat band to $V\simeq-0.2$ V on the depletion side. Nor does the total current, direct part included, show a clear peak at these values: it has at most a flat shoulder near flat band. The peak explained here belongs to the two-trap current, not to every way of plotting leakage.

\section{Real devices and the limits of the result}

An oxide of 1.5 nm and this substrate doping are in the range of scaled silicon transistors. The trap density is high, representing heavy damage. At fixed other parameters, reducing it tenfold at both faces lowers the two-trap peak a hundredfold, to about $3.4\times10^{-4}$ A/cm$^2$, but trap-to-band current only tenfold. The latter would then already be the larger at 0.2 V beyond flat band, and direct tunnelling would exceed the two-trap current at flat band. A visible peak therefore needs sufficient damage at both faces. At the density used here the direct current must first be subtracted. At twice that density, with trap charge neglected, the total current itself has a local maximum about 45 mV beyond flat band, followed by a dip of about 4\%.

Real oxides also depart from the parabolic dispersion. A two-band form, $\kappa^2\propto\Phi(1-\Phi/9\,{\rm eV})$, matched at $\Phi_B$, weakens the energy dependence of $\kappa$. It moves the peak to $-1.10$ V, towards the equal-weight result for cold carriers, $-E_g=-1.12$ V, and nearly doubles its height to 0.065 A/cm$^2$. This is the largest change in height among the corrections calculated here.

At 400 K, with $\phi_n$ held at zero and $E_g$ unchanged, flat band is at $-0.963$ V and the peak at $-1.010$ V. Substrate trap charge, taken as neutral at midgap filling, moves the 300 K peak by 5 mV when slow exchange is included, but the fast-exchange peak by about 60 mV. The same charge moves flat band itself to about $-1.08$ V, so both peaks then lie on its depletion side. Charge in the gate traps is left out.

Gate band bending, neglected above, is about 25 mV at $V=-0.5$ V and 44 mV in the opposite sense at 0.4 V beyond flat band. Including it moves the fast-exchange peak by about 10 mV and reduces the fall at 0.4 V from 29\% to 25\%. The choice $\phi_n=0$ also means a rather lightly doped n$^+$ gate, with $2.2\times10^{19}$ electrons per cm$^3$. At $1.4\times10^{20}$ cm$^{-3}$ the fast-exchange peak lies at flat band to within the 5 mV sampling step. Such a gate also holds more conduction electrons, so the direct current to be subtracted is larger.

The pair treatment requires resonant partners to be rare. Near the peak, where slow exchange hardly matters, the estimated number per trap is $6\times10^{-4}$; in depletion slow exchange widens the resonances, and the number is larger. It would fail for clustered traps. A strongly structured trap spectrum could move or split the peak, because $D_gD_s$ would then vary with both energy and alignment. Transfer to and from the valence bands, surface quantization, image forces and multiphonon transfer are omitted, so the currents are estimates within this model. The numerical output gives the remaining bias points.

\section*{Numbers as computed}
\begin{verbatim}
Si gap 1.12 eV, barrier 3.15 eV, oxide mass 0.5 m_e
oxide 1.5 nm, acceptors 5.0e+17 cm^-3, T 300 K
permittivities Si 11.7, oxide 3.9; Si masses 0.92, 0.19
Nc 2.9e+19, Nv 3.1e+19 cm^-3
trap density, each face 2.0e+12 cm^-2 eV^-1
trap lateral size 0.2 nm, normal length 0.4 nm
capture coefficient 1.0e-08 cm^3/s
coherence decay 0.01 eV
phi_n 0.000 eV, phi_p 0.107 eV
flat-band voltage -1.013 V
double well: half splitting 1.55273e-03 eV
double well: Bardeen 1.55272e-03 eV
midgap kappa 6.978 nm^-1, 2 kappa d 20.93
midgap S leading 3.906e-10, real space 4.295e-10 eV^2 nm^2
opposite-pair coupling 2.31e-05 eV
S gap top / gap bottom 15.7
resonant partners per trap 5.8e-04
ideal peak: V -1.040 V, J 3.433e-02 A/cm^2
limited peak: V -1.050 V, J 3.416e-02 A/cm^2
limited peak minus flat band -0.037 V
at peak: F 0.017 eV, psi -0.019 V
at peak: oxide field 0.11 MV/cm
Table: V-VFB (V), F (eV), psi (V), ideal, limited (A/cm^2)
  0.8  -0.141   0.659 1.20e-02 5.45e-03
  0.6  -0.119   0.481 2.01e-02 7.02e-03
  0.4  -0.094   0.306 2.56e-02 9.06e-03
  0.2  -0.060   0.140 2.98e-02 1.96e-02
  0.0   0.000   0.000 3.42e-02 3.39e-02
 -0.2   0.119  -0.081 3.08e-02 3.08e-02
 -0.4   0.275  -0.125 2.42e-02 2.42e-02
 -0.6   0.443  -0.157 1.82e-02 1.82e-02
Table: V-VFB (V), trap-band, band-trap, band-band (A/cm^2)
  0.8 0.00e+00 2.42e-04 1.85e-05
  0.6 0.00e+00 2.33e-04 3.85e-05
  0.4 0.00e+00 2.07e-04 9.11e-05
  0.2 0.00e+00 1.33e-04 2.74e-04
  0.0 3.68e-09 1.17e-08 1.40e-03
 -0.2 3.29e-03 0.00e+00 3.45e-03
 -0.4 3.16e-02 0.00e+00 6.16e-03
 -0.6 1.15e-01 0.00e+00 9.94e-03
summed stress current, local maxima at V: -1.055
trap-band exceeds two-trap below V: -1.390
frozen gaps: J(-0.4 V)/J(flat band) 1.069
real gaps: J(-0.4 V)/J(flat band) 0.708
p+ gate, within 0.3 V of flat band: 0.093 of peak
two-band oxide: peak V -1.100 V, J 6.50e-02 A/cm^2
400 K: VFB -0.963 V, peak V -1.010 V, J 3.33e-02 A/cm^2
with substrate trap charge: peak V -1.045 V
gate bending at V=-0.5 V: 0.0085 V
surface holes/Nv at peak 0.034
\end{verbatim}
